# Off-centre Gaussians in modified spherical Bessel functions, and semilocal pseudopotential integrals, part 2

We seek the matrix elements of a semilocal pseudopotential centred at the origin, between real functions \(f\) and \(g\) built on Gaussians of exponents \(a\) and \(b\) at \(\mathbf A\) and \(\mathbf B\), with \(A=|\mathbf A|\) and \(B=|\mathbf B|\). Atomic units are used: lengths in bohr, energies in hartree. Hats denote unit vectors, as does \(\mathbf n\); \(d\Omega\) is the solid-angle element.

For a Gaussian at \(\mathbf R\), with \(R=|\mathbf R|\) and \(u=\hat{\mathbf r}\cdot\hat{\mathbf R}\),

\[
e^{-a|\mathbf r-\mathbf R|^2}=e^{-a(r^2+R^2)}\,e^{xu},\qquad x=2arR. \tag{1}
\]

With \(P_l\) the Legendre polynomials, \(|P_l(u)|\le1\) for \(-1\le u\le1\), the modified spherical Bessel functions are

\[
i_l(x)=\frac12\int_{-1}^{1}e^{xu}P_l(u)\,du . \tag{4}
\]

\[
i_l(x)=x^l\sum_{k=0}^{\infty}\frac{(x^2/2)^k}{k!\,(2l+2k+1)!!}. \tag{6}
\]

They are positive for \(x>0\), and \(i_l(x)\approx x^l/(2l+1)!!\) at small \(x\). The real orthonormal harmonics \(Y_{lm}\) obey the addition theorem

\[
\sum_{m}Y_{lm}(\mathbf n)Y_{lm}(\mathbf n')=\frac{2l+1}{4\pi}P_l(\mathbf n\cdot\mathbf n'), \tag{8}
\]

and the Legendre series is

\[
e^{xu}=\sum_{l=0}^{\infty}(2l+1)\,i_l(x)\,P_l(u). \tag{9}
\]

For numerical work, the scaled form avoids overflow and underflow:

\[
e^{-a(r^2+R^2)}i_l(x)=e^{-a(r-R)^2}\left[e^{-x}i_l(x)\right]. \tag{14}
\]

The Gaussian at \(\mathbf A\) has the expansion, uniformly convergent on every sphere about the origin,

\[
e^{-a|\mathbf r-\mathbf A|^2}=4\pi e^{-a(r^2+A^2)}\sum_{\lambda\mu}i_\lambda(2aAr)\,Y_{\lambda\mu}(\hat{\mathbf r})Y_{\lambda\mu}(\hat{\mathbf A}). \tag{15}
\]

One term of the pseudopotential is \(U_l(r)\mathcal P_l\), where \(U_l(r)\) is a radial function and \(\mathcal P_l\) projects the angular dependence on each sphere onto angular momentum \(l\):

\[
(\mathcal P_l g)(r\mathbf n)=\sum_mY_{lm}(\mathbf n)\int Y_{lm}(\mathbf n')\,g(r\mathbf n')\,d\Omega'.
\]

With \(F_{lm}(r)=\int Y_{lm}(\mathbf n)f(r\mathbf n)\,d\Omega\) and \(G_{lm}(r)\) likewise for \(g\),

\[
\langle f|U_l\mathcal P_l|g\rangle=\int_0^\infty r^2U_l(r)\sum_mF_{lm}(r)G_{lm}(r)\,dr . \tag{16}
\]

### Two s functions

Let \(f=N_Ae^{-a|\mathbf r-\mathbf A|^2}\) and \(g=N_Be^{-b|\mathbf r-\mathbf B|^2}\), where \(N_A=(2a/\pi)^{3/4}\) and \(N_B=(2b/\pi)^{3/4}\) normalize them. Multiply (15) by \(Y_{lm}(\hat{\mathbf r})\) and integrate over the sphere. Uniform convergence allows integration term by term, and orthonormality selects \(\lambda=l\), \(\mu=m\):

\[
F_{lm}(r)=4\pi N_Ae^{-a(r^2+A^2)}\,i_l(2aAr)\,Y_{lm}(\hat{\mathbf A}). \tag{17}
\]

The infinite series has reduced to one term. The product of two such projections carries \((4\pi)^2\), and the sum over \(m\) supplies \((2l+1)P_l(\cos\gamma)/4\pi\), with \(\cos\gamma=\hat{\mathbf A}\cdot\hat{\mathbf B}\). Therefore

\[
\langle f|U_l\mathcal P_l|g\rangle=N_AN_B\,\Theta_l\,T_l,\qquad
\Theta_l=4\pi(2l+1)P_l(\cos\gamma), \tag{18}
\]

\[
T_l=\int_0^\infty r^2U_l(r)\,e^{-a(r^2+A^2)-b(r^2+B^2)}\,i_l(2aAr)\,i_l(2bBr)\,dr .
\]

A three-centre integral over one radius and two independent directions has become an angular factor times a radial quadrature. As \(A\to0\), the element scales as \(A^l\): it vanishes for \(l\ge1\) and stays finite for \(l=0\), so an s function on the pseudopotential centre feels \(U_0\) alone. If the directions to \(\mathbf A\) and \(\mathbf B\) are perpendicular, the \(l=1\) element vanishes: the two Gaussians project onto orthogonal p functions.

### A potential for which the radial integral is known

Let \(U_l(r)=De^{-\zeta r^2}\), and set \(p=a+b+\zeta>0\), \(\alpha=2aA\) and \(\beta=2bB\). The required integral is

\[
W_l=\int_0^\infty r^2e^{-pr^2}i_l(\alpha r)i_l(\beta r)\,dr .
\]

It follows from evaluating one integral over all space in two ways. Completing the square gives

\[
\int e^{-pr^2+\mathbf r\cdot(\alpha\hat{\mathbf A}+\beta\hat{\mathbf B})}\,d^3r
=\left(\frac{\pi}{p}\right)^{3/2}
\exp\!\left(\frac{\alpha^2+\beta^2+2\alpha\beta\cos\gamma}{4p}\right). \tag{19}
\]

On the left, expand each of the two exponentials that are linear in \(\mathbf r\). Angular integration, with the same factors as in (18), turns the left side into \(\sum_l4\pi(2l+1)P_l(\cos\gamma)W_l\). The interchange of sum and integral is allowed: (4) gives \(i_l(\beta r)\le e^{\beta r}\), and the Legendre series at \(u=1\) gives \(\sum_l(2l+1)i_l(\alpha r)=e^{\alpha r}\). The absolute terms are therefore dominated by \(r^2e^{-pr^2+(\alpha+\beta)r}\), which is integrable.

On the right of (19), put \(z=\alpha\beta/2p\) and expand \(e^{z\cos\gamma}\) in Legendre polynomials. Equating the coefficients of \((2l+1)P_l(\cos\gamma)\) yields

\[
W_l=\frac{\sqrt\pi}{4p^{3/2}}\exp\!\left(\frac{\alpha^2+\beta^2}{4p}\right)i_l\!\left(\frac{\alpha\beta}{2p}\right). \tag{20}
\]

For \(\alpha=\beta=0\) and \(l=0\), this is the elementary integral \(\int_0^\infty r^2e^{-pr^2}dr=\sqrt\pi/4p^{3/2}\).

### Numbers for two s functions

Choose round model values: \(a=0.8\), \(b=0.5\) and \(\zeta=1.2\ \text{bohr}^{-2}\), \(D=3\) hartree, \(\mathbf A=(0.5,1,1)\) and \(\mathbf B=(0.8,-0.4,0.8)\) bohr. Then \(A=1.5\) and \(B=1.2\) bohr, \(\mathbf A\cdot\mathbf B=0.8\ \text{bohr}^2\), and \(\cos\gamma=0.8/1.8=4/9\). Also \(p=2.5\ \text{bohr}^{-2}\), \(\alpha=2.4\) and \(\beta=1.2\ \text{bohr}^{-1}\), and \(z=2.88/5=0.576\). The exponent outside the Bessel function is

\[
-aA^2-bB^2+\frac{\alpha^2+\beta^2}{4p}=-1.80-0.72+0.72=-1.80 .
\]

Consequently \(T_l=3\sqrt\pi\,e^{-1.8}\,i_l(0.576)/(4\cdot2.5^{3/2})\). The normalization factors are \(N_A=0.602875\) and \(N_B=0.423777\ \text{bohr}^{-3/2}\). If the same \(U\) is used for each \(l\), the elements are:

| \(l\) | \(\Theta_l\) | \(T_l\) (hartree bohr³) | element (hartree) |
|---|---|---|---|
| 0 | 12.5664 | 0.0587152 | 0.188506 |
| 1 | 16.7552 | 0.0110316 | 0.047223 |
| 2 | −12.7991 | 0.00125897 | −0.004117 |
| 3 | −39.3367 | 0.000103054 | −0.001036 |

For example, the \(l=1\) element is \(0.602875\times0.423777\times16.7552\times0.0110316=0.04722\) hartree, or 1.285 eV. The radial factors are positive. A negative element here means that the two projected functions have a negative overlap on each sphere, since \(P_2(4/9)\) and \(P_3(4/9)\) are negative. It does not mean that the repulsive potential has become attractive, because an off-diagonal element changes sign with the phase of either orbital.

### Summing the projectors

The projectors \(\mathcal P_l\) add up to the identity. If all \(U_l\) are equal, the sum over \(l\) must therefore be the matrix element of an ordinary local potential. Equations (18)–(20) give it as

\[
N_AN_BD\left(\frac\pi p\right)^{3/2}
\exp\!\left(-aA^2-bB^2+\frac{\alpha^2+\beta^2}{4p}+z\cos\gamma\right)=0.230542\ \text{hartree},
\]

with exponent \(-1.8+0.576\times4/9=-1.544\). The four elements in the table add to 0.230577 hartree, which is too large by \(3.4\times10^{-5}\) hartree, or 0.015 per cent of the local value. Summation to \(l=12\) gives 0.230542 hartree. When the \(U_l\) differ, the element of the full operator \(\sum_lU_l\mathcal P_l\) is still the sum over \(l\) of (18), each term with its own \(U_l\), but it no longer reduces to a single local element. If \(U_l=U_L\) for all \(l\ge L\), the same completeness of the projectors gives \(\sum_lU_l\mathcal P_l=U_L+\sum_{l<L}(U_l-U_L)\mathcal P_l\), a local term plus a finite number of semilocal ones.

### One Cartesian power

Now replace the function at \(\mathbf A\) by \(p_z=N_p(z-A_z)e^{-a|\mathbf r-\mathbf A|^2}\), where \(z\) denotes the coordinate. The mean of \((z-A_z)^2\) in the density \(e^{-2a|\mathbf r-\mathbf A|^2}\) is \(1/4a\), so \(N_p=2\sqrt a\,N_A=1.078456\ \text{bohr}^{-5/2}\).

On a sphere, \(z-A_z=r n_z-A_z\). The constant part repeats the s result with the factor \(-A_z\). The other part contains \(\int n_zY_{lm}Y_{\lambda\mu}\,d\Omega\), so the Bessel order \(\lambda\) need no longer equal \(l\). It must be established which orders can occur.

### Which Bessel orders occur

Let \(q\) be a homogeneous polynomial of degree \(d\), and let \(\Lambda\) be the angular part of the Laplacian, defined by \(\nabla^2=\partial_r^2+\frac2r\partial_r+\frac1{r^2}\Lambda\). On the unit sphere the radial derivatives of \(q\) give \(d(d-1)+2d=d(d+1)\), so \(\Lambda q=\nabla^2q-d(d+1)q\). The operator \(\Lambda\) is symmetric on the sphere, and \(\Lambda Y_{\lambda\mu}=-\lambda(\lambda+1)Y_{\lambda\mu}\). Hence

\[
\left[d(d+1)-\lambda(\lambda+1)\right]\int qY_{\lambda\mu}\,d\Omega=\int(\nabla^2q)\,Y_{\lambda\mu}\,d\Omega . \tag{21}
\]

If \(\lambda>d\), the bracket is nonzero. The polynomial \(\nabla^2q\) has degree \(d-2\), and the same relation applies to it. Repetition ends when the Laplacian gives zero, so \(\int qY_{\lambda\mu}\,d\Omega=0\) for \(\lambda>d\).

Apply this to the integrals

\[
\Omega^{ijk}_{lm,\lambda\mu}=\int n_x^in_y^jn_z^k\,Y_{lm}(\mathbf n)Y_{\lambda\mu}(\mathbf n)\,d\Omega,\qquad \kappa=i+j+k .
\]

The monomial times \(Y_{lm}\) is a homogeneous polynomial of degree \(\kappa+l\) on the sphere, so \(\lambda\le l+\kappa\). Grouping the monomial with \(Y_{\lambda\mu}\) gives \(l\le\lambda+\kappa\). Under \(\mathbf n\to-\mathbf n\) the integrand acquires \((-1)^{\kappa+l+\lambda}\). A nonzero integral therefore requires

\[
\max(l-\kappa,0)\le\lambda\le l+\kappa,\qquad l+\kappa+\lambda\ \text{even}. \tag{22}
\]

For \(\kappa=0\) this returns \(\lambda=l\), the s case. For \(\kappa=1\) it leaves \(\lambda=l\pm1\), and only \(\lambda=1\) when \(l=0\).

### The general element

Let \(f=N_f(x-A_x)^{n_x}(y-A_y)^{n_y}(z-A_z)^{n_z}e^{-a|\mathbf r-\mathbf A|^2}\). Expand each power by the binomial theorem, with \(x=rn_x\) and so on in the coordinates. A monomial of degree \(\kappa\) brings \(r^\kappa\), and (15) supplies the remaining angular dependence:

\[
F_{lm}(r)=N_fe^{-a(r^2+A^2)}\sum_{\kappa\lambda}r^\kappa i_\lambda(2aAr)\,C^{\kappa\lambda}_{lm}, \tag{23}
\]

\[
C^{\kappa\lambda}_{lm}=4\pi\!\!\sum_{i+j+k=\kappa}\!\binom{n_x}{i}\binom{n_y}{j}\binom{n_z}{k}
(-A_x)^{n_x-i}(-A_y)^{n_y-j}(-A_z)^{n_z-k}\sum_\mu\Omega^{ijk}_{lm,\lambda\mu}Y_{\lambda\mu}(\hat{\mathbf A}).
\]

In the binomial coefficients \(n_x,n_y,n_z\) are powers; in \(\Omega\) they are components of \(\mathbf n\). Let \(\bar C^{\kappa'\lambda'}_{lm}\) be the same quantity for a function \(g\) at \(\mathbf B\). Insertion in (16) gives

\[
\boxed{\,\langle f|U_l\mathcal P_l|g\rangle=N_fN_g\sum_{\kappa\lambda}\sum_{\kappa'\lambda'}
\Big(\sum_mC^{\kappa\lambda}_{lm}\bar C^{\kappa'\lambda'}_{lm}\Big)\,T^{\kappa+\kappa'}_{\lambda\lambda'}\,} \tag{24}
\]

\[
T^{k}_{\lambda\lambda'}=\int_0^\infty r^{2+k}U_l(r)e^{-a(r^2+A^2)-b(r^2+B^2)}i_\lambda(2aAr)i_{\lambda'}(2bBr)\,dr .
\]

Both sums are finite, because \(\kappa\le n_x+n_y+n_z\) and \(\lambda\) obeys (22). Nothing has been truncated. The angular factors do not depend on the exponents or on \(U_l\), so they can be shared by all functions with the same centres and powers.

The radial integrals must exist. If \(U_l\sim r^{-s}\) near the origin, the integrand behaves as \(r^{2+\kappa+\kappa'+\lambda+\lambda'-s}\). By (22), \(\kappa+\lambda\ge l\) and \(\kappa'+\lambda'\ge l\), so \(s<2l+3\) is sufficient for every term. At large \(r\), the Gaussians ensure convergence for any \(U_l\) that grows no faster than a power.

### A p function and an s function

With the previous parameters, take \(l=1\), \(p_z\) at \(\mathbf A\) and s at \(\mathbf B\). Three terms occur. The angular factor for \(\kappa=0\), \(\lambda=1\) is \(-A_z\Theta_1=-16.7552\) bohr.

For \(\kappa=1\), \(\lambda=0\), the two harmonics \(Y_{00}\) contribute \(1/4\pi\), and what remains is \(4\pi\sum_mY_{1m}(\hat{\mathbf B})\int n_zY_{1m}\,d\Omega\). Since \(n_z\) is itself an \(l=1\) function, the sum reproduces it at \(\hat{\mathbf B}\), giving \(4\pi\hat B_z=8\pi/3=8.37758\).

For \(\kappa=1\), \(\lambda=2\), the addition theorem for both sums gives

\[
(4\pi)^2\,\frac{3}{4\pi}\,\frac{5}{4\pi}\int n_z(\hat{\mathbf B}\cdot\mathbf n)P_2(\mathbf n\cdot\hat{\mathbf A})\,d\Omega .
\]

The kernel \(5P_2/4\pi\) extracts the \(l=2\) part of \(n_z(\hat{\mathbf B}\cdot\mathbf n)\), which is \(n_z(\hat{\mathbf B}\cdot\mathbf n)-\hat B_z/3\), and evaluates it at \(\hat{\mathbf A}\). The factor is \(12\pi(\hat A_z\cos\gamma-\hat B_z/3)=12\pi(8/27-6/27)=2.79253\).

Adaptive numerical quadrature of the radial integrals, in the scaled form (14), gives the last two columns; \(\lambda'=1\) throughout.

| \(\kappa,\lambda\) | \(T^\kappa_{\lambda1}\) (hartree bohr\(^{3+\kappa}\)) | term (hartree) |
|---|---|---|
| 0, 1 | 0.0110316 | −0.084475 |
| 1, 0 | 0.0193868 | +0.074228 |
| 1, 2 | 0.00559732 | +0.007144 |

The sum is \(-0.003104\) hartree, or \(-0.0845\) eV. It is under 4 per cent of the largest term in magnitude, so the radial integrals need a correspondingly smaller relative error than the one wanted in the element.

The cancellation can be understood without the three terms. Because \((z-A_z)e^{-a|\mathbf r-\mathbf A|^2}=\frac1{2a}\partial_{A_z}e^{-a|\mathbf r-\mathbf A|^2}\), the p–s element is \(N_p/(2aN_A)=1/\sqrt a\) times the derivative of the s–s element with respect to \(A_z\). With \(z\) now again the Bessel argument of (20), not the coordinate, the s–s element depends on \(\mathbf A\) as

\[
(\mathbf A\cdot\mathbf B)\,\frac{i_1(z)}{z}\,e^{-a(1-a/p)A^2},\qquad z=\frac{2abAB}{p}.
\]

Its logarithmic derivative has three parts. The scalar product gives \(B_z/(\mathbf A\cdot\mathbf B)=1\), and the exponential gives \(-2(0.8)(0.68)(1)=-1.088\). From (6), \(i_1(z)/z\) is proportional to \(1+z^2/10+z^4/280+\dots\), which contributes \(0.029\). The total is \(-0.059\ \text{bohr}^{-1}\), and \(0.04722\times(-0.059)/\sqrt{0.8}=-0.0031\) hartree. The element is small because, for this geometry, the s–s element is nearly stationary when \(\mathbf A\) moves along \(z\).

If \(\mathbf A\) is instead moved to the origin, the terms with \(A_z\) or \(\lambda>0\) vanish. The term \(\kappa=1\), \(\lambda=0\) remains, and it requires \(l=1\), as it should for a p function on the pseudopotential centre.

The reduction rests on the exponent being isotropic. For a Gaussian with different exponents along different axes, the quadratic form in the exponent varies over the sphere. Equation (1) then fails, and a single Bessel function no longer describes each projection.

Numerical values quoted here were computed with a short program.
